\section*{Umklapp threshold and thermal activation for a circular Fermi surface, part 2}

May electron collisions in a clean two-dimensional conductor be treated as conserving total momentum? This depends on umklapp collisions, $\mathbf k_1+\mathbf k_2=\mathbf k_3+\mathbf k_4+\mathbf G$. Each pair has energy $E$, and $\mathbf P=\mathbf k_1+\mathbf k_2$. Units are atomic ($\hbar=1$), and $T$ means $k_B$ times the temperature. The band $\varepsilon=k^2/2m$ holds two spin states at density $n$, with Fermi energy $\varepsilon_F$, chemical potential $\mu$ and Fermi wavenumber $k_F<G/2$; $G$ is the shortest reciprocal length. Opposite spins interact with contact strength $U$ and Bloch overlap $\lambda$. The collision rate per area for one $\mathbf G$ is
\begin{equation}
R=\frac{2\pi U^2\lambda^2}{(2\pi)^6}\,I, \label{rate}
\end{equation}
\begin{equation}
\begin{split}
I=\int\! d^2k_1\,d^2k_2\,d^2k_3\,d^2k_4\;&\delta^2(\mathbf k_1+\mathbf k_2-\mathbf k_3-\mathbf k_4-\mathbf G)\\
\times\;&\delta(\varepsilon_1+\varepsilon_2-\varepsilon_3-\varepsilon_4)\,f_1f_2(1-f_3)(1-f_4).
\end{split}\label{I}
\end{equation}
Here $f=1/(e^x+1)$ with $x=(\varepsilon-\mu)/T$. At drift velocity $\mathbf u$, the momentum lost per area and time is
\begin{equation}
\mathbf F=\frac{1}{2T}\sum_{\mathbf G}\mathbf G\,(\mathbf u\cdot\mathbf G)\,R_{\mathbf G}. \label{drag}
\end{equation}

A first derivation, by inequalities, showed that umklapp at the Fermi level needs $k_F>G/4$ (for three electrons, $k_F>G/6$). The least pair energy is $E_0=2\varepsilon(G/4)=G^2/16m$, reached at
\begin{equation}
\mathbf k_1=\mathbf k_2=\tfrac14\mathbf G,\qquad \mathbf k_3=\mathbf k_4=-\tfrac14\mathbf G. \label{opt}
\end{equation}
At fixed density
\begin{equation}
\mu=\varepsilon_F+T\ln\!\left(1-e^{-\varepsilon_F/T}\right)\le\varepsilon_F. \label{mu}
\end{equation}
With $E_a=E_0-2\varepsilon_F$ and a fixed $T_0\ge T$,
\begin{equation}
I\le K\,e^{-E_a/T}. \label{upper}
\end{equation}
Here $K$ is finite and independent of $T$. For $k_F<G/4$ a lower bound confirmed the exponent as $T\to0$.

The second derivation evaluates $I$. With $E$ and $\mathbf P$ as integration variables, the delta functions split: at given $E$ and $\mathbf P$ the pairs are independent, and the final pair has momentum $\mathbf P-\mathbf G$.

The example is holes in a germanium well with an artificial square lattice: period $L=20$ nm, $G=2\pi/L$, potential $2V(\cos Gx+\cos Gy)$, $V=0.0005$ eV, $m=0.06$ electron masses, $n=5\times10^{10}\ \mathrm{cm^{-2}}$. Then $G/4=0.0785\ \mathrm{nm^{-1}}$, $k_F=0.05605\ \mathrm{nm^{-1}}$, $\varepsilon_F=0.001995$ eV, $\varepsilon(G/4)=0.003917$ eV, $E_a=0.003844$ eV ($44.6$ K), and $\lambda=-0.064$ at (\ref{opt}).

\subsection{Above the threshold}

At low $T$ the occupation factors confine all four states to a thin shell around the Fermi circle. With $d^2k=m\,d\varepsilon\,d\theta$ and $x=(\varepsilon-\mu)/T$, the integral factorizes into an angular part $J$ and an energy part $S$:
\begin{equation}
I\simeq m^4T^3\,S\,J. \label{fact}
\end{equation}
The power is three because there are four energy integrals and one delta function.

For $S$, let $w=x_1-x_3=x_4-x_2$ be the energy transferred. The identity
\begin{equation}
f(a)[1-f(b)]=\frac{f(b)-f(a)}{e^{a-b}-1}
\end{equation}
follows from $1-f(b)=e^bf(b)$ and $f(b)-f(a)=f(a)f(b)(e^a-e^b)$. Since $\int[f(x-w)-f(x)]dx=w$, electron 1 contributes $w/(e^w-1)$. Electron 2 contributes the same function of $-w$, which is $w/(1-e^{-w})$. Therefore
\begin{equation}
S=\int_{-\infty}^{\infty}\frac{w^2\,dw}{(e^w-1)(1-e^{-w})}
=2\sum_{l=1}^\infty l\int_0^\infty\! w^2e^{-lw}dw=4\sum_{l=1}^\infty\frac1{l^2}=\frac{2\pi^2}{3}. \label{S}
\end{equation}

For $J$, consider two vectors of length $k_F$ with the angle $\varphi$ between them. Their sum has length $P=2k_F\cos(\varphi/2)$, and the Jacobian from the two angles to $\mathbf P$ is $k_F^2\sin\varphi$. Exchanging the vectors gives a second solution, so the density of pairs is
\begin{equation}
g(P)=\frac{2}{k_F^2\sin\varphi}=\frac{4}{P\sqrt{4k_F^2-P^2}},\qquad P<2k_F,
\end{equation}
where $\sin\varphi=2\sin(\varphi/2)\cos(\varphi/2)=P\sqrt{4k_F^2-P^2}/2k_F^2$. Then
\begin{equation}
J=\int\! d^2P\;g(P)\,g(|\mathbf P-\mathbf G|). \label{J}
\end{equation}
The integrand exists where two discs of radius $2k_F$, with centres a distance $G$ apart, overlap. They overlap only if $4k_F>G$, which is the threshold again.

Just above it, put $\Delta=2k_F-G/2$ and $\mathbf P=(G/2+u,\,y)$. Then $2k_F-P\simeq\Delta-u-y^2/G$, and for the other pair $u$ changes sign. Near the rim $g\simeq k_F^{-3/2}(2k_F-P)^{-1/2}$. With $a=\Delta-y^2/G$ and $G\simeq4k_F$,
\begin{equation}
J\simeq\frac1{k_F^3}\int_{-\sqrt{G\Delta}}^{\sqrt{G\Delta}}\!dy\int_{-a}^{a}\frac{du}{\sqrt{a^2-u^2}}
=\frac{2\pi\sqrt{G\Delta}}{k_F^3}\simeq\frac{4\pi}{k_F^{5/2}}\sqrt{2k_F-\tfrac12G}. \label{Jedge}
\end{equation}
The coefficient of $T^3$ thus opens continuously, as a square root. The number of thermally excited electrons per area is proportional to $T$, so the rate per such electron goes as $T^2$.

\subsection{Below the threshold}

For $k_F<G/4$ all relevant states lie above the Fermi level. Replace $f_1f_2$ by $e^{-(E-2\mu)/T}$ and $1-f$ by one; the range of this step is examined below. Write $\mathbf k_{1,2}=\mathbf P/2\pm\mathbf q$. The Jacobian is one for each component, and
\begin{equation}
\varepsilon_1+\varepsilon_2=\frac{P^2}{4m}+\frac{q^2}{m},
\end{equation}
since the cross terms cancel. The number of initial pairs is
\begin{equation}
\int\! d^2q\;\delta\!\left(E-\frac{P^2}{4m}-\frac{q^2}{m}\right)
=\pi\int_0^\infty\! d(q^2)\,\delta\!\left(E-\frac{P^2}{4m}-\frac{q^2}{m}\right)=\pi m
\end{equation}
if $P<2\sqrt{mE}$, and zero otherwise. The final pair gives the same with $|\mathbf P-\mathbf G|$. Hence
\begin{equation}
I\simeq(\pi m)^2\int\! dE\;e^{-(E-2\mu)/T}\mathcal A(E), \label{lens}
\end{equation}
where $\mathcal A(E)$ is the overlap area of two discs of radius $r=2\sqrt{mE}$ at distance $G$. It is nonzero only for $r>G/2$, that is, for $E>G^2/16m=E_0$.

Let $s=r-G/2$ be small. At height $y$ the overlap has the width $2(\sqrt{r^2-y^2}-G/2)\simeq2(s-y^2/G)$, so
\begin{equation}
\mathcal A\simeq2\int_{-\sqrt{Gs}}^{\sqrt{Gs}}\!\left(s-\frac{y^2}{G}\right)dy=\frac83\sqrt G\,s^{3/2}.
\end{equation}
From $dr/dE=\sqrt{m/E}$, which is $4m/G$ at $E_0$, we have $s\simeq4m(E-E_0)/G$ and
\begin{equation}
\mathcal A\simeq\frac{64}{3}\,\frac{m^{3/2}}{G}\,(E-E_0)^{3/2}.
\end{equation}
Insert this in (\ref{lens}), use $\int_0^\infty e^{-\epsilon/T}\epsilon^{3/2}d\epsilon=\tfrac34\sqrt\pi\,T^{5/2}$, and set $\mu=\varepsilon_F$, which by (\ref{mu}) is exponentially accurate:
\begin{equation}
I\simeq\frac{16\,\pi^{5/2}\,m^{7/2}}{G}\,T^{5/2}\,e^{-E_a/T}. \label{main}
\end{equation}
This is the activated law with its prefactor.

\subsection{How low the temperature must be}

It would be natural to require only $T\ll E_a$. The true condition is stricter, because the energy of a pair need not be shared equally. Suppose electron 2 lies at the Fermi level, where the Boltzmann form of $f$ fails. The final pair has momentum at most $2\sqrt{mE}=\sqrt{2(k_1^2+k_F^2)}$. Momentum conservation requires $G\le k_1+k_F+|\mathbf k_3+\mathbf k_4|$, with equality when the initial vectors point along $\mathbf G$ and the final sum points opposite to it. The smallest possible $k_1$, called $k_c$, therefore satisfies
\begin{equation}
k_c+k_F+\sqrt{2(k_c^2+k_F^2)}=G.
\end{equation}
Isolating the root, squaring and solving the quadratic gives
\begin{equation}
k_c=-(G-k_F)+\sqrt{2G(G-2k_F)}.
\end{equation}
The extra pair energy of this configuration is $b=(k_c^2+k_F^2)/2m-E_0$. With $d=G/4-k_F$ small, the root is $G+2d-2d^2/G$, so $k_c\simeq G/4+d-2d^2/G$. Then $k_c^2+k_F^2\simeq G^2/8+d^2$ and
\begin{equation}
b\simeq\frac{(G/4-k_F)^2}{2m}. \label{b}
\end{equation}
Such collisions have the relative weight $e^{-b/T}$, so (\ref{main}) requires $T\ll b$. Replacing $\mu$ by $\varepsilon_F$ also requires $T\ll\varepsilon_F$, which is the stricter condition when $k_F$ is well below $G/8$. Near the threshold $b$ is quadratic in the distance $d$ while $E_a$ is linear, and the law then holds in a narrow range of temperature only. The exponential bound (\ref{upper}) is unaffected. The wavenumber $k_c$ also has a meaning at $T=0$: an electron injected along $\mathbf G$ with $k_1>k_c$ can make an umklapp collision with one from the Fermi sea.

In the germanium example $b=0.000285$ eV, or $3.3$ K, against $E_a/k_B=44.6$ K. The full integral, with all occupation factors kept, is $0.999$ of (\ref{main}) at $0.25$ K, $0.976$ at 1 K, $0.67$ at 4 K and $0.43$ at 8 K. At 1 K the occupation factors account for $1.8$ of the missing $2.4$ per cent, and the expansion of $\mathcal A$ for the rest.

\subsection{Rates in the germanium well}

Four shortest vectors contribute, and each collision involves two holes, so the collision rate per hole is $\Gamma=8R/n$. For $U$ I take the inverse density of states, $\pi/m$, and for $\lambda$ its value at the optimum. The full integral then gives $\Gamma=4.3\times10^{-3}$, $1.3\times10^3$ and $1.3\times10^6\ \mathrm{s^{-1}}$ at 2, 4 and 8 K. These are rates of two-electron collisions only. Here $k_F=0.178\,G$ exceeds $G/6$, so three-electron umklapp is not activated and may far exceed the smallest of these values; it is not computed here. The step from 4 to 8 K can be traced. From 4 to 8 K, $E_a/T$ falls from $11.152$ to $5.576$, and with the two ratios to the law
\begin{equation}
\frac{\Gamma(8\ \mathrm K)}{\Gamma(4\ \mathrm K)}=2^{5/2}\,e^{5.576}\,\frac{0.4313}{0.6665}\approx970.
\end{equation}

The rate at which drift decays is larger than $\Gamma$. For the square lattice (\ref{drag}) gives $F=G^2Ru/T$, and the momentum density is $nmu$. Using $G^2=16mE_0$,
\begin{equation}
\gamma=\frac{G^2R}{nmT}=\frac{2E_0}{T}\,\Gamma. \label{gamma}
\end{equation}
At 8 K, $E_0/T=5.576\times0.007834/0.003844=11.4$, so $\gamma\approx3\times10^7\ \mathrm{s^{-1}}$.

Raising the density to $1.5\times10^{11}\ \mathrm{cm^{-2}}$, with mass and lattice held fixed, gives $k_F=0.0971\ \mathrm{nm^{-1}}$, above $G/4$. At 4 K the phase space $I$ is then $1.5\times10^4$ times larger than at the lower density. Between 1 and 4 K it grows by a factor of $63$, close to $4^3=64$, whereas below the threshold the same change of temperature multiplies it by $7\times10^{15}$.

\subsection{The model beside a real well}

The mass is a rough typical value for strained germanium wells. The density of $5\times10^{10}\ \mathrm{cm^{-2}}$ is low for them, and a period of 20 nm is short for a patterned lattice. At fixed filling the band energies scale as $1/L^2$, so a period of 100 nm would reduce $E_a/k_B$ to $1.8$ K. It would also require a density of only $2\times10^9\ \mathrm{cm^{-2}}$. The radius of the area per hole, $1/\sqrt{\pi n}$, would then be about 9 effective Bohr radii for a dielectric constant of 16, and a golden-rule estimate for weak interaction would no longer apply. At 20 nm this ratio is $1.8$, so the estimate is rough there too. A real well also has disorder, which the model leaves out. A rough mobility of $10^5\ \mathrm{cm^2/(V\,s)}$ means a scattering rate of $2.9\times10^{11}\ \mathrm{s^{-1}}$, about $10^4$ times $\gamma$ at 8 K. In this example, at 8 K and below, disorder far outweighs the two-electron umklapp drag, and dropping that term is harmless. The associated momentum blur, $0.0027\ \mathrm{nm^{-1}}$, is 12 per cent of the gap $G/4-k_F=0.0225\ \mathrm{nm^{-1}}$; its effect on the umklapp rate is not computed here.

Several other corrections can be estimated. The lattice potential lowers $E_a$ by $3\times10^{-6}$ eV, less than $0.1$ per cent. Nonparabolicity can be gauged by $\varepsilon\to\varepsilon(1-\varepsilon/\varepsilon_s)$, with a rough splitting $\varepsilon_s=0.1$ eV between heavy and light holes. This lowers $E_a$ by $2(0.003917^2-0.001995^2)/0.1\approx2\times10^{-4}$ eV, or 6 per cent. At 8 K the change of the exponent alone would raise the rate by a factor of $1.4$. The full integral with this band gives a factor of about $2$, because the band is also flatter near $G/4$, which enlarges the prefactor. This extra factor is about $1.5$ at 2, 4 and 8 K alike, and at 2 K the total factor is $5.6$. Static screening with a dielectric constant of 16 reduces the interaction at the relevant momentum transfer $G/2$ to $0.71$ of the contact value, and so halves the rate. The variation of $\lambda$ over the thermally reached states raises the rate by about 13 per cent at 8 K and by less than 4 per cent at 2 K. The mass matters more, because $E_a$ is inversely proportional to it. Masses of 0.05 and 0.07 in place of 0.06 give $E_a/k_B=53.5$ and $38.2$ K. They multiply the rate per hole by $0.2$ and $3.4$ at 8 K, but by $0.006$ and $40$ at 2 K. The rate quoted at 8 K is therefore an estimate of order of magnitude, while the one at 2 K only illustrates how small an activated rate becomes.

\subsection{What each derivation assumes}

Both derivations need an isotropic band, a Fermi circle inside the zone, sharp crystal momentum, and a matrix element that does not vanish at configuration (\ref{opt}). They differ in what else they use.

The inequalities need $\varepsilon(k)$ to be increasing and convex. The lower bound as written also uses strict convexity, to bring all four states close to configuration (\ref{opt}). They give the exponent $2[\varepsilon(G/4)-\varepsilon_F]$ for every such band. The parabola entered there through the chemical potential and the finiteness of $K$, and other bands need the corresponding statements. The upper bound holds at every $T\le T_0$. This route cannot tell $T^{5/2}$ from any other power, and it does not show where the limiting form sets in.

Below the threshold the counting argument uses the parabola throughout: the separation into $\mathbf P$ and $\mathbf q$, the constant $\pi m$ and the circular discs all depend on it. Above the threshold only the Fermi circle and the mass at the Fermi level, $k_F$ divided by the Fermi velocity, enter. It also takes $\lambda$ as constant over the thermally reached region. In return it gives the prefactor, the $T^3$ law on the other side, the square-root opening at the threshold and the condition $T\ll b$.

For the decision posed at the start, the first derivation justifies neglecting two-electron umklapp at sufficiently low temperature when $k_F<G/4$. The second supplies the rate to be compared with the other scattering rates, and this comparison decides how low the temperature must be. The closed form (\ref{main}) serves for it only when $T\ll b$. Otherwise, and so at most temperatures near the threshold, the full integral has to be used. The numerical output lists the main values of the example.

\section*{Computed results}
\begin{verbatim}
lattice period: 20.0 nm
hole mass: 0.060 electron masses
lattice Fourier component V: 0.00050 eV
reciprocal vector G: 0.3142 nm^-1
threshold wavenumber G/4: 0.07854 nm^-1
threshold density: 9.817e+10 cm^-2
threshold filling: 0.3927 holes per cell
atomic lattice period (rough): 0.40 nm
threshold density, atomic lattice: 2.45e+14 cm^-2
density below threshold: 5.00e+10 cm^-2
its Fermi wavenumber: 0.05605 nm^-1
its Fermi energy: 0.001995 eV
energy at G/4: 0.003917 eV
minimum pair energy E0: 0.007834 eV
activation energy Ea: 0.003844 eV
activation temperature Ea/kB: 44.61 K
Arrhenius slope of full integral, 0.25 to 0.3 K: 0.003844 eV
full integral / activated law at 0.25 K: 0.9986 (ratio)
full integral / activated law at 1 K: 0.9764 (ratio)
extra pair energy b to reach the Fermi level: 0.000285 eV
same as a temperature b/kB: 3.30 K
estimate (G/4-kF)^2/2m of b: 0.000321 eV
exponent of occupation loss, 0.5 to 0.625 K: 0.000281 eV
occupation loss at 0.5 K and 1 K: 0.00051, 0.01825 (fractions)
random sampling / reduced integral at 8 K: 1.0082 (ratio)
umklapp overlap factor, diagonalized: -0.06382 (dimensionless)
umklapp overlap factor, weak lattice: -0.06382 (dimensionless)
2 K: Ea/kBT 22.305, full/law 0.8711 (ratios), umklapp rate per hole 4.34e-03 s^-1
4 K: Ea/kBT 11.152, full/law 0.6665 (ratios), umklapp rate per hole 1.31e+03 s^-1
8 K: Ea/kBT 5.576, full/law 0.4313 (ratios), umklapp rate per hole 1.27e+06 s^-1
density above threshold: 1.50e+11 cm^-2
its Fermi wavenumber: 0.09708 nm^-1
its Fermi energy: 0.005985 eV
random angles / circle phase space J: 1.0092 (ratio)
full integral / T^3 law at 1 K, above threshold: 0.9997 (ratio)
phase space above / below threshold at 4 K: 1.514e+04 (ratio)
phase space 4 K / 1 K, above threshold: 63.46 (ratio)
phase space 4 K / 1 K, below threshold: 7.406e+15 (ratio)
shift of Ea by lattice potential at 4 K: -3.03e-06 eV
thermal smearing kBT/eF at 4 K: 0.173 (ratio)
chemical potential minus eF at 4 K: -1.06e-06 eV
mobility (rough): 1.0e+05 cm^2/(V s)
disorder broadening hbar/tau: 1.93e-04 eV
disorder scattering rate 1/tau: 2.93e+11 s^-1
disorder momentum blur 1/path: 0.00271 nm^-1
momentum gap G/4 - kF: 0.02249 nm^-1
heavy-light hole splitting (rough): 0.10 eV
nonparabolicity, energy at G/4 / splitting: 0.039 (ratio)
dielectric constant (rough): 16.0 (dimensionless)
screened / contact interaction at transfer G/2: 0.710 (ratio)
\end{verbatim}
